# Second-Order Energy and Stability of a Hartree-Fock Determinant: test program

```python
"""
Result under test: for a determinant rotated by exp(k), with
k = sum_ia (kappa_ai a+_a a_i - h.c.), the energy to second order is
  E0 + 2 Re sum f_ia kappa_ai + (1/2) z^dagger M z,  z = (kappa, kappa*),
  M = [[A, B], [B*, A*]],
  A_ia,jb = f_ab d_ij - f_ji d_ab + <aj||ib>,   B_ia,jb = <ab||ij>.
i, j: occupied; a, b: virtual spin orbitals; f: Fock matrix;
<pq||rs> = <pq|rs> - <pq|sr>.  Pairs (i,a) are ordered with a running fastest.
The formulas are compared with energies and matrix elements computed in the
full many-electron space, then applied to H2 in the STO-3G basis.
Molecular quantities are in hartree and bohr.
"""
import numpy as np
from scipy.linalg import expm, eigh
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_PM = physical_constants["Bohr radius"][0] * 1e12


def hessian_blocks(h, g, nocc):
    """Fock matrix, A and B from the derived formulas; g[p,q,r,s] = <pq|rs>."""
    n = len(h)
    nvir = n - nocc
    o, v = slice(0, nocc), slice(nocc, n)
    anti = g - g.transpose(0, 1, 3, 2)
    f = h + np.einsum("pkqk->pq", anti[:, o, :, o])
    A = np.einsum("ab,ij->iajb", f[v, v], np.eye(nocc))
    A = A - np.einsum("ji,ab->iajb", f[o, o], np.eye(nvir))
    A = A + np.einsum("ajib->iajb", anti[v, o, o, v])
    B = np.einsum("abij->iajb", anti[v, v, o, o])
    m = nocc * nvir
    return f, A.reshape(m, m), B.reshape(m, m)


def full_matrix(A, B):
    return np.block([[A, B], [B.conj(), A.conj()]])


class ManyElectronSpace:
    """All determinants of nocc electrons in n spin orbitals."""

    def __init__(self, h, g, nocc):
        n = len(h)
        self.nocc, self.nvir = nocc, n - nocc
        lower = np.array([[0.0, 1.0], [0.0, 0.0]])
        sign = np.diag([1.0, -1.0])
        ann = []
        for p in range(n):
            op = np.eye(1)
            for q in range(n):
                factor = sign if q < p else (lower if q == p else np.eye(2))
                op = np.kron(op, factor)
            ann.append(op)
        number = np.diag(sum(a.T @ a for a in ann))
        keep = np.where(np.abs(number - nocc) < 1e-9)[0]
        self.E = np.array([[(ann[p].T @ ann[q])[np.ix_(keep, keep)]
                            for q in range(n)] for p in range(n)])
        E = self.E
        d = len(keep)
        H = np.einsum("pq,pqxy->xy", h, E)
        flat = E.reshape(n * n, d * d)
        gmat = g.transpose(0, 2, 1, 3).reshape(n * n, n * n)
        partner = (gmat @ flat).reshape(n, n, d, d)
        for p in range(n):
            for r in range(n):
                H = H + 0.5 * E[p, r] @ partner[p, r]
        H = H - 0.5 * np.einsum("pqqs,psxy->xy", g, E)
        self.H = H
        filled = sum(np.diag(E[p, p]) for p in range(nocc))
        self.ref = np.eye(d)[int(np.argmax(filled))]

    def energy(self, v):
        """Energy of exp(k)|ref>, v = (Re kappa, Im kappa)."""
        m = len(v) // 2
        kappa = (v[:m] + 1j * v[m:]).reshape(self.nocc, self.nvir)
        X = np.einsum("ia,aixy->xy", kappa, self.E[self.nocc:, :self.nocc])
        psi = expm(X - X.conj().T) @ self.ref
        return np.vdot(psi, self.H @ psi).real

    def numerical_gradient(self, step=5e-3):
        m = 2 * self.nocc * self.nvir
        grad = []
        for e in np.eye(m) * step:
            near = self.energy(e) - self.energy(-e)
            far = self.energy(2 * e) - self.energy(-2 * e)
            grad.append((8 * near - far) / (12 * step))
        return np.array(grad)

    def numerical_hessian(self, step=5e-3):
        m = 2 * self.nocc * self.nvir
        unit = np.eye(m)
        out = np.zeros((m, m))
        for i in range(m):
            for j in range(i + 1):
                est = []
                for s in (step, 2 * step):
                    u, w = s * unit[i], s * unit[j]
                    est.append((self.energy(u + w) - self.energy(u - w)
                                - self.energy(w - u)
                                + self.energy(-u - w)) / (4 * s * s))
                out[i, j] = out[j, i] = (4 * est[0] - est[1]) / 3
        return out

    def matrix_elements(self):
        """<single|H-E0|single> and <double|H|ref> from their definitions."""
        pairs = [(i, a) for i in range(self.nocc)
                 for a in range(self.nocc, self.nocc + self.nvir)]
        S = np.array([self.E[a, i] @ self.ref for i, a in pairs]).T
        e0 = self.ref @ self.H @ self.ref
        A = S.T @ (self.H - e0 * np.eye(len(self.ref))) @ S
        Href = self.H @ self.ref
        B = np.array([[(self.E[a, i] @ self.E[b, j] @ self.ref) @ Href
                       for j, b in pairs] for i, a in pairs])
        return A, B


def real_variable_hessian(M):
    m = len(M) // 2
    one = np.eye(m)
    T = np.block([[one, 1j * one], [one, -1j * one]])
    return T.conj().T @ M @ T


# ---------- general test: complex orbitals, non-stationary determinant -------
rng = np.random.default_rng(7)
n_model, n_el = 6, 3
h = rng.normal(size=(n_model,) * 2) + 1j * rng.normal(size=(n_model,) * 2)
h = 0.5 * (h + h.conj().T)
g = rng.normal(size=(n_model,) * 4) + 1j * rng.normal(size=(n_model,) * 4)
g = 0.1 * (g + g.transpose(1, 0, 3, 2))
g = g + g.transpose(2, 3, 0, 1).conj()
f, A, B = hessian_blocks(h, g, n_el)
space = ManyElectronSpace(h, g, n_el)
A_def, B_def = space.matrix_elements()
dev_A, dev_B = np.abs(A - A_def).max(), np.abs(B - B_def).max()
assert dev_A < 1e-11 and dev_B < 1e-11
assert np.allclose(A, A.conj().T) and np.allclose(B, B.T)
f_ov = f[:n_el, n_el:].ravel()
grad_formula = np.concatenate([2 * f_ov.real, -2 * f_ov.imag])
dev_grad = np.abs(grad_formula - space.numerical_gradient()).max()
assert np.abs(f_ov).max() > 0.1 and dev_grad < 1e-5
hess_formula = real_variable_hessian(full_matrix(A, B))
hess_numeric = space.numerical_hessian()
dev_hess = np.abs(hess_formula - hess_numeric).max()
assert dev_hess < 1e-5
assert np.allclose(np.linalg.eigvalsh(hess_numeric),
                   2 * np.linalg.eigvalsh(full_matrix(A, B)), atol=1e-4)
print("Random complex model: 6 spin orbitals, 3 electrons (dimensionless)")
print(f"  largest |f_ia| (not stationary)      {np.abs(f_ov).max():.4f}")
print(f"  largest Hessian element              {np.abs(hess_numeric).max():.4f}")
print(f"  max deviation of A, B elements       {dev_A:.1e}, {dev_B:.1e}")
print(f"  max deviation of gradient            {dev_grad:.1e}")
print(f"  max deviation of Hessian             {dev_hess:.1e}")


# ---------- H2 in the STO-3G basis ------------------------------------------
def h2_integrals(R):
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R)]], unit="Bohr",
                basis="sto-3g", verbose=0)
    S = mol.intor("int1e_ovlp")
    hao = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    eri = mol.intor("int2e").reshape(2, 2, 2, 2)
    s = S[0, 1]
    C = np.array([[1, 1], [1, -1]]) / np.sqrt([2 * (1 + s), 2 * (1 - s)])
    hmo = C.T @ hao @ C
    emo = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, C, C, C, C, optimize=True)
    return S, hao, eri, hmo, emo


def h2_scalars(R):
    hmo, emo = h2_integrals(R)[3:]
    q = dict(hgg=hmo[0, 0], huu=hmo[1, 1], Jgg=emo[0, 0, 0, 0],
             Juu=emo[1, 1, 1, 1], J=emo[0, 0, 1, 1], K=emo[0, 1, 0, 1])
    q["eg"] = q["hgg"] + q["Jgg"]
    q["eu"] = q["huu"] + 2 * q["J"] - q["K"]
    q["gap"] = q["eu"] - q["eg"]
    q["lam"] = q["gap"] - q["J"] - q["K"]
    q["c"] = q["Jgg"] + q["Juu"] - 2 * q["J"] + 4 * q["K"]
    q["rhf"] = 2 * q["hgg"] + q["Jgg"] + 1 / R
    return q


def spin_orbital_integrals(hmo, emo):
    """Order: g-up, g-down, u-up, u-down."""
    one = np.eye(2)
    chem = np.einsum("prqs,xy,zw->pxryqzsw", emo, one, one).reshape((4,) * 4)
    return np.kron(hmo, one), chem.transpose(0, 2, 1, 3)


def uhf_energy(R):
    """Independent self-consistent solution from a spin-localized start."""
    S, hao, eri = h2_integrals(R)[:3]
    P = [np.diag([1.0, 0.0]), np.diag([0.0, 1.0])]
    for _ in range(5000):
        coul = np.einsum("pqrs,rs->pq", eri, P[0] + P[1])
        F = [hao + coul - np.einsum("prqs,rs->pq", eri, D) for D in P]
        energy = 0.5 * sum(np.sum(D * (hao + X)) for D, X in zip(P, F))
        new = []
        for X in F:
            c = eigh(X, S)[1][:, 0]
            new.append(np.outer(c, c))
        change = max(np.abs(a - b).max() for a, b in zip(new, P))
        P = new
        if change < 1e-11:
            return energy + 1 / R
    raise RuntimeError("self-consistent cycle did not converge")


for R in (1.4, 4.0):
    q = h2_scalars(R)
    hso, gso = spin_orbital_integrals(*h2_integrals(R)[3:])
    f, A, B = hessian_blocks(hso, gso, 2)
    assert np.abs(f[:2, 2:]).max() < 1e-10
    assert np.allclose(np.diag(f), [q["eg"], q["eg"], q["eu"], q["eu"]])
    space = ManyElectronSpace(hso, gso, 2)
    numeric = space.numerical_hessian()
    zero = np.zeros((4, 4))
    split = np.block([[2 * (A + B), zero], [zero, 2 * (A - B)]])
    assert np.abs(numeric - split).max() < 1e-6
    base = q["gap"] - q["J"]
    expected = np.sort([base - q["K"]] * 3 + [base + q["K"]] * 4
                       + [base + 3 * q["K"]])
    assert np.allclose(np.linalg.eigvalsh(numeric) / 2, expected, atol=1e-6)
    print(f"H2, STO-3G, R = {R:.1f} bohr (energies in hartree)")
    print(f"  h_gg, h_uu            {q['hgg']:.6f}, {q['huu']:.6f}")
    print(f"  eps_g, eps_u          {q['eg']:.6f}, {q['eu']:.6f}")
    print(f"  gap Delta             {q['gap']:.6f}")
    print(f"  J_gg, J_uu            {q['Jgg']:.6f}, {q['Juu']:.6f}")
    print(f"  J, K                  {q['J']:.6f}, {q['K']:.6f}")
    print(f"  A(up-up,up-up), A(up-up,dn-dn)  {A[0, 0]:.6f}, {A[0, 3]:.6f}")
    print(f"  A(up-dn,up-dn)                  {A[1, 1]:.6f}")
    print(f"  B(up-up,dn-dn), B(up-dn,dn-up)  {B[0, 3]:.6f}, {B[1, 2]:.6f}")
    print(f"  M eigenvalue, 3 times (triplet) {expected[0]:.6f}")
    print(f"  M eigenvalue, 4 times           {expected[3]:.6f}")
    print(f"  M eigenvalue, once (singlet)    {expected[7]:.6f}")
    print(f"  restricted total energy         {q['rhf']:.6f}")
    if R == 1.4:
        assert expected[0] > 0
        assert abs(uhf_energy(R) - q["rhf"]) < 1e-9

# ---------- following the instability at the stretched geometry --------------
R = 4.0
assert q["lam"] < 0
direction = np.array([1.0, 0, 0, -1.0, 0, 0, 0, 0])
e_ref = space.energy(0 * direction)
for theta in (0.05, 0.1, 0.4, 0.9):
    p = np.sin(theta) ** 2
    exact = space.energy(theta * direction) - e_ref
    assert abs(exact - (2 * q["lam"] * p + q["c"] * p * p)) < 1e-10
print("Opposite rotation of the two spins at R = 4.0 bohr (hartree)")
for theta in (0.05, 0.1):
    exact = space.energy(theta * direction) - e_ref
    print(f"  theta = {theta:.2f} rad: exact change {exact:.6f}, "
          f"second order {2 * q['lam'] * theta ** 2:.6f}")

p_min = -q["lam"] / q["c"]
assert 0 < p_min < 1
lowering = q["lam"] ** 2 / q["c"]
e_uhf = uhf_energy(R)
assert abs(e_uhf - (q["rhf"] - lowering)) < 1e-9
cs, sn = np.sqrt(1 - p_min), np.sqrt(p_min)
U = np.array([[cs, 0, -sn, 0], [0, cs, 0, sn],
              [sn, 0, cs, 0], [0, -sn, 0, cs]])
h_new = U.T @ hso @ U
g_new = np.einsum("pqrs,pi,qj,rk,sl->ijkl", gso, U, U, U, U, optimize=True)
f_new, A_new, B_new = hessian_blocks(h_new, g_new, 2)
assert np.abs(f_new[:2, 2:]).max() < 1e-9
eig_new = np.linalg.eigvalsh(full_matrix(A_new, B_new))
assert eig_new[0] > -1e-9
assert np.sum(np.abs(eig_new) < 1e-8) == 2 and eig_new[2] > 1e-4
# The two zero modes must be the spin rotations about x and y.
sx = np.kron(np.eye(2), np.array([[0, 1], [1, 0]]) / 2)
sy = np.kron(np.eye(2), np.array([[0, -1j], [1j, 0]]) / 2)
for spin in (sx, sy):
    kap = (1j * U.T @ spin @ U)[2:, :2].T.ravel()
    z = np.concatenate([kap, kap.conj()])
    assert np.linalg.norm(z) > 0.1
    assert np.abs(full_matrix(A_new, B_new) @ z).max() < 1e-9

print("Broken-symmetry solution at R = 4.0 bohr")
print(f"  c                               {q['c']:.6f} hartree")
print(f"  p = sin^2(theta) at minimum     {p_min:.6f}")
print(f"  theta at minimum                {np.arcsin(sn):.6f} rad")
print(f"  lowering lambda^2/c             {lowering:.6f} hartree"
      f" = {lowering * HARTREE_EV:.4f} eV")
print(f"  total energy, independent SCF   {e_uhf:.6f} hartree")
print(f"  triplet eigenvalue before       {q['lam'] * HARTREE_EV:.4f} eV")
print("  M eigenvalues after (hartree):")
print("   ", " ".join(f"{abs(x) if abs(x) < 1e-8 else x:.6f}"
                      for x in eig_new))

# ---------- onset of the instability -----------------------------------------
R_on = brentq(lambda x: h2_scalars(x)["lam"], 1.4, 4.0, xtol=1e-10)
R_in, R_out = 0.95 * R_on, 1.05 * R_on
drop_in = h2_scalars(R_in)["rhf"] - uhf_energy(R_in)
drop_out = h2_scalars(R_out)["rhf"] - uhf_energy(R_out)
assert abs(drop_in) < 1e-9 and drop_out > 1e-5
print("Onset of the triplet instability (lambda = 0)")
print(f"  R = {R_on:.4f} bohr = {R_on * BOHR_PM:.2f} pm")
print(f"  SCF lowering at 0.95 R          {abs(drop_in):.6f} hartree")
print(f"  SCF lowering at 1.05 R          {drop_out:.6f} hartree")
print("all good")
```

Output:

```
Random complex model: 6 spin orbitals, 3 electrons (dimensionless)
  largest |f_ia| (not stationary)      2.2190
  largest Hessian element              4.4838
  max deviation of A, B elements       4.4e-16, 1.4e-17
  max deviation of gradient            1.4e-09
  max deviation of Hessian             8.0e-09
H2, STO-3G, R = 1.4 bohr (energies in hartree)
  h_gg, h_uu            -1.252797, -0.475602
  eps_g, eps_u          -0.578203, 0.670268
  gap Delta             1.248471
  J_gg, J_uu            0.674594, 0.697495
  J, K                  0.663564, 0.181258
  A(up-up,up-up), A(up-up,dn-dn)  0.766165, 0.181258
  A(up-dn,up-dn)                  0.584907
  B(up-up,dn-dn), B(up-dn,dn-up)  0.181258, -0.181258
  M eigenvalue, 3 times (triplet) 0.403649
  M eigenvalue, 4 times           0.766165
  M eigenvalue, once (singlet)    1.128680
  restricted total energy         -1.116714
H2, STO-3G, R = 4.0 bohr (energies in hartree)
  h_gg, h_uu            -0.756849, -0.667440
  eps_g, eps_u          -0.254233, 0.091604
  gap Delta             0.345837
  J_gg, J_uu            0.502616, 0.525855
  J, K                  0.512086, 0.265128
  A(up-up,up-up), A(up-up,dn-dn)  0.098879, 0.265128
  A(up-dn,up-dn)                  -0.166249
  B(up-up,dn-dn), B(up-dn,dn-up)  0.265128, -0.265128
  M eigenvalue, 3 times (triplet) -0.431378
  M eigenvalue, 4 times           0.098879
  M eigenvalue, once (singlet)    0.629135
  restricted total energy         -0.761082
Opposite rotation of the two spins at R = 4.0 bohr (hartree)
  theta = 0.05 rad: exact change -0.002148, second order -0.002157
  theta = 0.10 rad: exact change -0.008493, second order -0.008628
Broken-symmetry solution at R = 4.0 bohr
  c                               1.064812 hartree
  p = sin^2(theta) at minimum     0.405121
  theta at minimum                0.689940 rad
  lowering lambda^2/c             0.174760 hartree = 4.7555 eV
  total energy, independent SCF   -0.935842 hartree
  triplet eigenvalue before       -11.7384 eV
  M eigenvalues after (hartree):
    0.000000 0.000000 0.017021 0.017021 0.513235 0.530256 0.530256 0.547277
Onset of the triplet instability (lambda = 0)
  R = 2.1797 bohr = 115.34 pm
  SCF lowering at 0.95 R          0.000000 hartree
  SCF lowering at 1.05 R          0.001912 hartree
all good
```
